Exact time stepping for the linear roughening and smoothing of surfaces

A growing crystal surface carries a shallow ripple left by earlier processing. Surface transport reduces the ripple to less than half its height in a minute, while atoms arriving at random roughen the surface on every length scale. We want simulated surfaces after that minute, with the correct statistics. The difficulty is a spread of time scales: neighbouring sites relax in a fraction of a second, and a time-stepping scheme must deal with them even when the ripple is what interests us.

**The lattice model**

Take a periodic grid of nx × ny = M square cells with side a and heights h_j(t). For small slopes, and with coefficients constant in time, let

dh/dt = F + νΔh − KΔ²h + noise.

Here F is the mean growth rate, ν and K are smoothing coefficients, and Δ is the five-point Laplacian: the sum of the four neighbouring heights minus four times the central one, divided by a². The K term describes relaxation by surface diffusion when the surface energy varies smoothly with slope. A faceted surface, whose energy has a cusp at the facet orientation, needs a different law. The ν term describes a net downhill current proportional to the slope, which growth can produce; ν may then depend on the flux.

The noise has two independent parts. In a time dt a cell receives on average a²F dt/Ω atoms of volume Ω, and each raises its height by Ω/a². For independent arrivals the count is Poisson distributed, with variance equal to its mean. The height variance added is therefore

(Ω/a²)² · a²F dt/Ω = ΩF dt/a² = 2D dt/a², with 2D = ΩF.

We replace the Poisson noise by Gaussian white noise of the same variance. This keeps the covariance but drops the higher cumulants of the counts.

The second part is random surface transport, which moves material without creating any. Each bond between neighbouring cells carries an independent random current whose time integral over dt has variance 2D_c dt/a². The height of a cell changes by the incoming minus the outgoing integrated current, divided by a.

**Separating the length scales**

Use the unitary discrete Fourier transform, with j = (j_x, j_y) and m = (m_x, m_y):

ĥ_m = M^(−1/2) Σ_j h_j exp[−i(θ_x j_x + θ_y j_y)], θ_x = 2πm_x/nx, θ_y = 2πm_y/ny.

On one mode the Laplacian multiplies by (2cos θ_x + 2cos θ_y − 4)/a². Since 1 − cos θ = 2sin²(θ/2), this equals −q_m, where

q_m = (4/a²)[sin²(πm_x/nx) + sin²(πm_y/ny)].

The two smoothing terms become −νq_m and −Kq_m², so the decay rate is

λ_m = νq_m + Kq_m².

For the noise, deposition has the same variance rate 2D/a² in every mode, because a unitary transform leaves white noise white. For the bond currents, the difference between neighbouring bonds along x gives a factor (1 − e^(−iθ_x))/a, whose squared modulus is 4sin²(θ_x/2)/a². Adding the y bonds gives q_m. The total noise rate is

b_m = 2(D + D_c q_m)/a².

Each mode thus obeys

dĥ_m = −λ_m ĥ_m dt + √M F δ_m0 dt + dB_m, ⟨|dB_m|²⟩ = b_m dt.

The factor √M appears because the transform of a constant F is M^(−1/2) · M · F in mode zero and vanishes in the others.

**What the simple step does wrong**

Explicit Euler freezes the right-hand side during a step τ. For a nonzero mode,

ĥ_new = (1 − λτ)ĥ_old + √(bτ) ζ, ⟨|ζ|²⟩ = 1.

The new noise is independent of the old height, so the variance v about the mean changes by

v_new = (1 − λτ)² v_old + bτ.

Setting v_new = v_old gives v[1 − (1 − λτ)²] = bτ. The bracket is λτ(2 − λτ), hence

v_Euler = (b/2λ) · 1/(1 − λτ/2).

The differential equation itself gives dv/dt = −2λv + b, with stationary value b/(2λ). Euler therefore makes a decaying mode too rough by the factor 1/(1 − λτ/2), and averaging over more runs does not remove this. The scheme reaches a stationary state if |1 − λτ| < 1, that is, if 0 < λτ < 2.

Implicit Euler, ĥ_new = (ĥ_old + √(bτ) ζ)/(1 + λτ), is stable for every λ > 0. Its stationary variance satisfies v[(1 + λτ)² − 1] = bτ, so

v_implicit = (b/2λ) · 1/(1 + λτ/2).

The instability has been exchanged for missing roughness.

A tempting repair is to use the correct decay factor e^(−λτ) and keep the noise variance bτ. Then v(1 − e^(−2λτ)) = bτ, and for λτ ≫ 1 the variance is too large by a factor of about 2λτ. The fault is that noise arriving early in the step should have partly decayed by its end. Decay and noise have to be integrated together.

**Integrating the noise with the decay**

Multiply the mode equation by e^(λt). Because this factor is deterministic, the ordinary product rule holds:

d(e^(λt) ĥ_m) = e^(λt)(√M F δ_m0 dt + dB_m).

Integrate from t to t + τ and divide by e^(λ(t+τ)). The flux acts in mode zero, where λ_0 = 0, and contributes √M Fτ. With s measured from the start of the step,

ĥ_m(t+τ) = e^(−λ_mτ) ĥ_m(t) + √M Fτ δ_m0 + ∫₀^τ e^(−λ_m(τ−s)) dB_m(s).

The last term is a linear combination of Gaussian increments and is itself Gaussian, with zero mean. Increments at different times are independent, so their variances add:

V_m(τ) = b_m ∫₀^τ e^(−2λ_m(τ−s)) ds = b_m (1 − e^(−2λ_mτ))/(2λ_m).

A form that includes λ = 0 is

V_m(τ) = b_mτ φ(2λ_mτ), φ(x) = (1 − e^(−x))/x, φ(0) = 1.

For |λ|τ ≪ 1, φ(2λτ) ≈ 1 − λτ, and the leading variance is Euler's bτ. For λτ ≫ 1, V tends to b/(2λ) and the old height is forgotten, so one step draws a fresh sample from the stationary state. For λ = 0 the mode is a random walk with V = bτ. For λ < 0, which a negative ν can produce, V = b(e^(2|λ|τ) − 1)/(2|λ|) grows exponentially. The formula still solves the linear equation, but that equation stops describing the surface once the slopes are no longer small.

There is one numerical trap. For small x, computing 1 − e^(−x) by subtraction cancels the leading digits. At x = 10⁻¹² in double precision it gives φ with a relative error of 2×10⁻⁵. A library function that evaluates e^y − 1 directly, usually called expm1, avoids the loss through φ(x) = −expm1(−x)/x.

**Noise that leaves the heights real**

The variance of each mode does not yet fix the noise. Real heights require ĥ_(−m) = ĥ_m*, with indices taken modulo the grid size, so modes m and −m cannot be drawn independently.

A simple construction is to draw M independent real standard normals z_j, one per site, and let ζ_m be their unitary transform. Since ⟨z_j z_l⟩ = δ_jl,

⟨ζ_m ζ_n*⟩ = (1/M) Σ_j exp[−i(θ_m − θ_n)·j] = δ_mn,

⟨ζ_m ζ_n⟩ = (1/M) Σ_j exp[−i(θ_m + θ_n)·j] = δ_(m,−n).

Now use √V_m ζ_m as the noise of the step. Because q_m = q_(−m), V is real and even, and the two second moments become V_m δ_mn and V_m δ_(m,−n). The integral over dB has the same two moments: the physical noise is real and translation invariant, so dB_m is correlated with its partner −m and with no other mode. A zero-mean complex Gaussian vector is fixed by these two sets of moments, so the laws agree. The factor e^(−λτ) is also real and even, and the updated heights remain real.

Write ζ_m = x + iy to see what this implies for a single mode. If m and −m differ, ⟨ζ_m²⟩ = 0 gives ⟨x²⟩ = ⟨y²⟩ and ⟨xy⟩ = 0. Together with ⟨x²⟩ + ⟨y²⟩ = 1, each part has variance 1/2. If m = −m, then ⟨ζ_m²⟩ = 1 requires ⟨y²⟩ = 0: the mode is real with variance 1. A grid with both sides even has four such self-conjugate modes, since m_x can be 0 or nx/2 and m_y can be 0 or ny/2.

These rules matter if one stores half of the modes, m_y = 0 to ny/2 with ny even, and uses an inverse real transform. Suppose every stored coefficient c_m is drawn as an independent complex normal with ⟨|c_m|²⟩ = 1. In the interior columns the transform supplies the missing partner by conjugation, and the power is correct. The columns m_y = 0 and m_y = ny/2, however, contain both members of each pair. A transform that inverts along x and then discards the imaginary part of these two columns replaces c_m by (c_m + c*_(−m))/2. For distinct partners the power is (1 + 1)/4 = 1/2. For a self-conjugate mode the real part of c_m survives, again with power 1/2. The surface is real and looks plausible, yet the modes in these two columns, among them every ripple that varies along x alone, receive half of their noise variance. Starting from site noise avoids the special cases.

**The resulting algorithm**

Compute q_m, λ_m and b_m once. For each requested interval τ:

1. Compute e^(−λ_mτ) and V_m = b_mτ φ(2λ_mτ).
2. Draw M fresh real standard normals and transform them to ζ_m.
3. Replace ĥ_m by e^(−λ_mτ)ĥ_m + √V_m ζ_m, and add √M Fτ to mode zero.
4. Transform back when the heights themselves are needed.

The intervals need not be equal. After steps τ₁ and τ₂ the accumulated variance is

e^(−2λτ₂)V(τ₁) + V(τ₂) = (b/2λ)[e^(−2λτ₂) − e^(−2λ(τ₁+τ₂)) + 1 − e^(−2λτ₂)] = V(τ₁+τ₂).

For λ = 0 the same result is bτ₁ + bτ₂. The decay factors multiply to e^(−λ(τ₁+τ₂)) and the flux terms add, so the law at the final time does not depend on how the interval was divided. Fresh noise in each step also gives the correct correlation between output times. For a flat start at time zero, the fluctuations at t and t + s have covariance e^(−λs)V(t).

Thermal equilibrium ties two of the coefficients together. Set F = D = ν = 0. For a nonzero mode the long-time variance is

b/(2λ) = (2D_c q/a²)/(2Kq²) = D_c/(Ka²q).

A surface of stiffness γ has energy (γa²/2) Σ_m q_m|ĥ_m|². A pair m, −m contributes γa²q|ĥ_m|², which contains two quadratic degrees of freedom with mean energy k_BT/2 each. Hence ⟨|ĥ_m|²⟩ = k_BT/(γa²q), and the dynamics reproduces it if D_c/K = k_BT/γ. With deposition switched on the surface is driven, and the stationary variance becomes (D + D_c q)/[a²q(ν + Kq)]. This keeps the equilibrium form only in the special case DK = νD_c, which the example below does not satisfy.

**One minute of growth**

Take 64 × 64 cells with a = 0.5 nm, so that the side is L = 32 nm. The round model parameters are F = 0.05 nm/s, Ω = 0.02 nm³, ν = 0.01 nm²/s, K = 0.02 nm⁴/s and D_c = 10⁻⁴ nm⁶/s. Then D = ΩF/2 = 5×10⁻⁴ nm⁴/s. The initial surface is a cosine ripple along x with amplitude A = 0.2 nm and wavelength 8 nm. Its largest slope is 2π × 0.2/8 ≈ 0.16. By the end of the minute the noise alone gives a root-mean-square slope of 0.17 (the magnitude of the gradient formed from differences between neighbouring cells), and locally the slope can reach about three times that value. The small-slope equation is therefore only an approximation at the scale of single cells. There is a second limit: an atomic layer is about Ω^(1/3) = 0.27 nm thick, more than the ripple amplitude. On a real crystal, steps and islands would matter at this scale, and a continuous height leaves them out. A third limit is the Gaussian noise: a cell receives a²F/Ω = 0.625 atoms per second, about 0.03 within the 0.05 s relaxation time of the fastest modes, so at the shortest scales the Gaussian deposition noise has the right covariance but not the distribution of discrete arrivals. The example illustrates the method and does not predict the surface of a particular material.

Four wavelengths fit into the side, so the ripple occupies the mode (4,0) and its partner. Its numbers are

q = (4/0.25) sin²(4π/64) = 0.609 nm⁻²,

λ = 0.01 × 0.609 + 0.02 × 0.609² = 0.0135 s⁻¹,

b = 2(5×10⁻⁴ + 10⁻⁴ × 0.609)/0.25 = 0.00449 nm²/s.

After T = 60 s the decay factor is e^(−0.810) = 0.445, and the mean ripple amplitude has fallen to 0.0889 nm. The noise variance of the mode is

V = 0.00449/(2 × 0.0135) × (1 − 0.445²) ≈ 0.133 nm².

For the whole surface, define W² as the spatial variance of the height. The unitary transform preserves the sum of squares, and the mean height is ĥ_0/√M, so

⟨W²⟩ = (1/M) Σ_(m≠0) [V_m(T) + |ĥ_m(0)|² e^(−2λ_mT)].

The ripple puts √M A/2 into each of two modes and contributes (A²/2)e^(−2λT) = 0.0200 × 0.445² = 0.00395 nm². Summing V_m over the nonzero modes and dividing by M gives 0.00664 nm². The total is 0.0106 nm², a root-mean-square width of 0.103 nm.

Noise now accounts for more of W² than the ripple does, but it is shared among many modes, whereas the ripple occupies only two. Within its own mode the ripple still has squared mean amplitude 4096 × 0.1² × 0.445² ≈ 8.1 nm², against a noise variance of 0.133 nm². It therefore stands out clearly in the height spectrum.

Two ensembles of 300 surfaces were generated with this algorithm, one by a single 60 s step and one by steps of 10, 25 and 25 s. Their mean W² values are 0.01061 ± 0.00005 and 0.01063 ± 0.00005 nm², where the uncertainties are one standard error. Both agree with the predicted 0.01060 nm² within sampling error.

The mean height should be FT = 3 nm, with variance V_0/M = 2DT/L² and hence standard deviation 0.0077 nm. The ensembles give means of 3.001 and 2.999 nm and standard deviations of 0.0078 and 0.0073 nm. With 300 samples a standard deviation is itself uncertain by about 4%, which accounts for differences of this size.

Compare this with Euler. The fastest mode, (32,32), has q = 32 nm⁻² and λ = 20.8 s⁻¹, so explicit Euler needs τ < 2/20.8 = 0.096 s, although the ripple decays over 1/0.0135 ≈ 74 s. Iterating the Euler variance recursions for 60 s from a flat surface gives these errors in the noise part of W², relative to 0.00664 nm²:

- explicit, τ = 0.05 s: +4.2%
- explicit, τ = 0.025 s: +1.8%
- explicit, τ = 0.0125 s: +0.8%
- implicit, τ = 1 s: −17%

At τ = 0.05 s the fastest mode has λτ = 1.04, and its variance is too large by the factor 1/(1 − 0.52) = 2.08. The error in W² is much smaller because W² averages V over the modes, and this mode has V = 0.0007 nm², about a tenth of the average. The mean-square slope weights each mode by q and so gives the fast modes more influence: at this step its noise part is about 20% too large. A small error in W² is therefore no guarantee of a good short-scale structure.

**What the exact step leaves open**

The update gives the correct joint law of the lattice heights at the sampled times, apart from rounding and the quality of the random numbers. It has no time-step bias to extrapolate away, but other errors remain.

The grid is one of them. In the continuum the ripple has wavenumber k = 2π/8 nm⁻¹ and decay rate νk² + Kk⁴ = 0.01378 s⁻¹. The lattice rate is 2.0% lower, and no choice of τ changes that. The noise is more sensitive to the grid: with a halved and L unchanged, its part of W² rises by 6% and its root-mean-square slope grows from 0.17 to 0.30. The slope keeps growing as the cells shrink, so a is part of the model here, not just a numerical setting.

Nor does a long step show what happened within it. The largest height reached between two outputs, or the first time a threshold is crossed, requires further sampling. Runs with different step lengths agree in distribution, not surface by surface, unless their random numbers are deliberately linked.

If the flux changes in time, so does D. For a flux that is constant in pieces, it is enough to end a step at each change and recompute the coefficients that depend on the flux. For a smoothly varying flux with ν and K fixed, Fτ becomes ∫F ds and the noise rate b(s) stays inside the integral for V. If ν follows the flux, the exponents of the decay factors also become time integrals of λ. Nonlinear terms are a more serious limit: they couple the modes, their evolution is no longer Gaussian in general, and this transition law then covers the linear part alone.
